# Self-Consistent Fermi Energy and Charged-Defect Densities in an Oxide by Bisection

A model oxide with a 6 eV gap is annealed at 1300 K and cooled to 300 K. If its Fermi energy is then sought by Newton's method from midgap, the first step is $4.5\times10^{11}$ eV. The solution lies 0.61 eV from the starting point. The equation is sound and has one root, but its slope at midgap is about thirteen orders of magnitude smaller than at the root.

Programs that turn computed defect energies into concentrations offer a setting in which the Fermi energy is fixed by charge neutrality instead of by the user. This guide derives what that setting solves, why bisection is safe for it, how to choose the bracket, the tolerance and the treatment of cooling, and when neutrality is the wrong condition.

## What is being solved

The Fermi energy $E_F$ is measured from the valence-band edge, and the gap is $E_g$. A defect in charge state $q$ has given up $q$ electrons. The net charge density divided by $e$ is

$$Q(E_F)=p-n-N_A+\sum_{\rm defects}\sum_q q\,c_q ,$$

where $p$ and $n$ are the hole and electron densities and $N_A$ is the density of fixed, singly negative acceptors. The setting solves $Q=0$.

**Defects.** Let $E_q$ be the formation energy at $E_F=0$ and at the reference oxygen chemical potential, $\Delta\mu_O=0$. Making a vacancy sends one oxygen atom to its reservoir and $q$ electrons to theirs, at a cost

$$\mathcal E_q=E_q+\Delta\mu_O+qE_F .$$

An interstitial takes an atom from the reservoir, so $\Delta\mu_O$ enters with a minus sign.

Sites are taken as independent, each either perfect or holding one defect. The perfect state has weight 1 and charge state $q$ has weight $w_q=g_q e^{-\mathcal E_q/kT}$, with degeneracy $g_q$. For $N$ sites,

$$c_q=\frac{N w_q}{Z},\qquad Z=1+\sum_q w_q .$$

Interactions other than site exclusion, vibrational entropy and the temperature dependence of $E_q$ are left out.

**Carriers.** For a parabolic conduction band of mass $m_c$, with two spins,

$$n=\frac{1}{\pi^2}\int_0^\infty\frac{k^2\,dk}{1+e^{(E_g+\hbar^2k^2/2m_c-E_F)/kT}} .$$

Put $x=\hbar^2k^2/(2m_ckT)$, so that $k^2dk=\tfrac12(2m_ckT/\hbar^2)^{3/2}\sqrt x\,dx$. Define

$$F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}} .$$

The prefactor becomes $\frac{1}{2\pi^2}\frac{\sqrt\pi}{2}(2m_ckT/\hbar^2)^{3/2}$, which gives

$$n=N_C F\!\left(\frac{E_F-E_g}{kT}\right),\qquad N_C=2\left(\frac{m_ckT}{2\pi\hbar^2}\right)^{3/2}.$$

Holes follow by counting downwards from the valence edge: $p=N_VF(-E_F/kT)$, with $m_v$ replacing $m_c$ in $N_V$.

## Why there is one root

Since $dw_q/dE_F=-q\,w_q/kT$, the sum over states obeys $dZ/dE_F=-Z\langle q\rangle/kT$, where the average over one site includes the perfect state with $q=0$. The quotient rule then gives

$$\frac{dc_q}{dE_F}=-\frac{(q-\langle q\rangle)\,c_q}{kT}. \tag{1}$$

Multiplying by $q$ and summing gives the slope of the charge of one defect species:

$$\frac{d}{dE_F}\sum_q q\,c_q=-\frac{N}{kT}\left(\langle q^2\rangle-\langle q\rangle^2\right)\le 0 .$$

A variance cannot be negative, so this holds even for a defect with both positive and negative charge states. Raising $E_F$ also raises every electron occupation, so $n$ strictly increases and $p$ strictly decreases. Hence $Q$ is strictly decreasing and has at most one root.

It has at least one because a finite number of sites, each with a limited charge, keeps the defect charge bounded, while $p$ grows without limit as $E_F\to-\infty$ and $n$ does so as $E_F\to+\infty$. This uses the unbounded parabolic bands. With a tabulated density of states of finite extent, a sign change must be checked.

## Bracket and tolerance

Start with $[0,E_g]$. If $Q(0)\le0$, move the lower end down in growing steps; if $Q(E_g)\ge0$, move the upper end up. Such widening can be necessary. With no defects and $N_A=5\times10^{21}$ cm⁻³ at 1300 K, $N_V$ is $6.40\times10^{20}$ cm⁻³. Since $1/(1+e^x)<e^{-x}$, $F(0)<1$, so holes at $E_F=0$ cannot balance the acceptors. The root is at −0.51 eV, inside the valence band.

Then evaluate $Q$ at the midpoint. If it is positive, the root lies above; otherwise keep the lower half. For an initial width $W$, the $k$-th midpoint is the centre of an interval of width $W/2^{k-1}$, so its error is at most $W/2^k$. Reducing 6 eV to $10^{-12}$ eV needs $\log_2(6\times10^{12})=42.4$ halvings, that is, 43.

To choose a tolerance, divide equation (1) by $c_q$:

$$\frac{d\ln c_q}{dE_F}=-\frac{q-\langle q\rangle}{kT}.$$

For a vacancy with charges 0 to 2, an error $\delta E_F$ changes $\ln c_q$ by at most about $2\,\delta E_F/kT$. At 300 K, where $kT=0.02585$ eV, an error of $10^{-4}$ eV therefore changes a density by at most 0.8%. An error of 0.1 eV in a formation energy changes the weight $w_q$ by a factor $e^{0.1/0.112}=2.4$ even at 1300 K. A tighter tolerance is cheap, but it does not repair the input energies.

Set the tolerance on energy, not on residual charge. Near the root, an energy error $\delta E_F$ leaves a charge $Q\approx Q'\,\delta E_F$, where $Q'=dQ/dE_F$, so the same residual can mean very different energy errors.

## The annealed oxide

The example has round model parameters and represents no named material. It contains $10^{17}$ cm⁻³ acceptors and $5\times10^{22}$ cm⁻³ oxygen sites. The vacancy energies are $E_0=6.0$, $E_1=2.6$ and $E_2=-1.2$ eV, with degeneracies 1, 2 and 1. Interstitials are included. The anneal is oxygen-poor, $\Delta\mu_O=-4.5$ eV, and the oxide is assumed to remain stable there. At 1300 K, $kT=0.11203$ eV. The remaining inputs are in the numerical output.

The first midpoints are 3.000, 4.500, 3.750, 3.375, 3.5625 and 3.65625 eV. The signs of $Q$ there are $+,-,-,+,+,-$, so the root is already enclosed between 3.5625 and 3.65625 eV. The converged value is $E_F=3.6354$ eV. The vacancy formation energies at this point are

- neutral: $6.0-4.5=1.500$ eV;
- singly charged: $2.6-4.5+3.6354=1.735$ eV;
- doubly charged: $-1.2-4.5+2(3.6354)=1.571$ eV.

With the site density and degeneracies these give $c_0=7.65\times10^{16}$, $c_1=1.87\times10^{16}$ and $c_2=4.06\times10^{16}$ cm⁻³. The positive charge is $1.87\times10^{16}+2(4.06\times10^{16})=1.00\times10^{17}$ cm⁻³, equal to the acceptor density at this precision. Electrons, at $1.5\times10^{11}$ cm⁻³, hardly matter, and holes and interstitials are fewer still.

All three formation energies are positive, as the dilute picture needs. At the bracket end $E_F=0$ the charged ones are negative and nearly every site is vacant. That is harmless in a trial point. At the root it would mean that the independent-defect model had failed.

**A check by algebra.** When $Z\approx1$ and the carriers are nondegenerate, every density is a power of $z=e^{-E_F/kT}$. Write $c_2=A_2z^2$ and $c_1=A_1z$ for vacancies, $B_1/z$ and $B_2/z^2$ for singly and doubly negative interstitials, $p=N_Vz$ and $n=n_0/z$, with $n_0=N_Ce^{-E_g/kT}$. Neutrality multiplied by $z^2$ is

$$2A_2z^4+(A_1+N_V)z^3-N_Az^2-(n_0+B_1)z-2B_2=0 .$$

All letters are positive, so the coefficients change sign once, and Descartes' rule allows one positive root. It lies $1.7\times10^{-7}$ eV above the full solution. Site exclusion explains the difference: it lowers the vacancy densities by the occupied fraction, $1.36\times10^{17}/5\times10^{22}=2.7\times10^{-6}$, and so removes $2.7\times10^{11}$ cm⁻³ of positive charge. Dividing by $|Q'|=1.62\times10^{18}$ cm⁻³ eV⁻¹ gives $1.7\times10^{-7}$ eV.

## Changing the oxygen supply

If doubly charged vacancies alone compensate the acceptors, $2c_2=N_A$. In the dilute limit this reads

$$2N e^{-(E_2+\Delta\mu_O+2E_F)/kT}=N_A .$$

Taking the logarithm and solving for $E_F$,

$$E_F=\frac12\left[-E_2-\Delta\mu_O+kT\ln\frac{2N}{N_A}\right].$$

Removing oxygen lowers $\Delta\mu_O$ and raises $E_F$ by half as much. Between $\Delta\mu_O=-1.5$ and $-3.0$ eV the computed $E_F$ rises from 2.124 to 2.874 eV, which is 0.750 eV. Meanwhile $c_2$ stays near $5.0\times10^{16}$ cm⁻³: the acceptors set it, and $E_F$ adjusts to cancel the change in oxygen supply.

The law fails at both ends of the scan. At $\Delta\mu_O=0$, $2c_2$ is $9.70\times10^{16}$ cm⁻³, and holes supply the missing 3%. At $-4.5$ eV singly charged vacancies carry 19% of the compensating charge, and the last 1.5 eV step raises $E_F$ by 0.762 eV. Neutral vacancies, whose energy does not contain $E_F$, have by then become the largest group.

## Cooling: which quantities are frozen?

A second solution is needed if defects cannot form or disappear during cooling. Each defect total $C$ is then fixed at its anneal value, while the charge states re-equilibrate:

$$c_q=C\,\frac{w_q}{\sum_{q'}w_{q'}} .$$

The derivation of equation (1) carries over with $Z$ replaced by $\sum w_q$ and $N$ by $C$, so $Q$ is still strictly decreasing. The term $\Delta\mu_O$ multiplies every weight equally and cancels. This option assumes that electrons can still move between defects, bands or contacts. If they cannot, the charge states are frozen too and this equation does not describe them. The deep levels of this model are such a case in the bulk: sending an electron from a singly charged vacancy to the conduction band costs $E_2+E_g-E_1=2.2$ eV, a factor $e^{-2.2/0.02585}\approx10^{-37}$ at 300 K, and the vacancies are 10 to 20 nm apart, too far for tunnelling. Their charge states would stop adjusting several hundred kelvin above room temperature. The 300 K values below, including the screening length, are the electronic equilibrium, not a prediction that cooling reaches it.

For $C=1.359\times10^{17}$ cm⁻³, the 300 K solution is $E_F=3.6070$ eV, with $c_0=8.59\times10^{16}$, $c_1=5.7\times10^{13}$ and $c_2=5.00\times10^{16}$ cm⁻³. In this equilibrium the singly charged vacancies have nearly vanished. To see why, form the ratio

$$\frac{c_1^2}{c_0c_2}=\frac{g_1^2}{g_0g_2}\,e^{(E_0+E_2-2E_1)/kT}=4e^{U/kT},$$

in which $E_F$ has cancelled. Here $U=6.0-1.2-5.2=-0.4$ eV, so two singly charged vacancies lower their energy by becoming one neutral and one doubly charged vacancy. Cooling reduces the ratio from 0.113 to $7.6\times10^{-7}$. In a test with $E_1$ lowered to make $U=+0.4$ eV, the singly charged density instead rises on cooling, from $9.82\times10^{16}$ to $1.00\times10^{17}$ cm⁻³.

The small $c_1$ gives a direct estimate of $E_F$. Neutrality requires a mean vacancy charge $s=N_A/C=0.736$. Neglecting $c_1$, carriers and interstitials, $c_2=sC/2$ and $c_0=(1-s/2)C$, so

$$\frac{s}{2-s}=\frac{c_2}{c_0}=e^{(E_0-E_2-2E_F)/kT}.$$

Solving for $E_F$,

$$E_F=\frac{E_0-E_2}{2}+\frac{kT}{2}\ln\frac{2-s}{s}.$$

The first term is 3.600 eV and the second is $0.01293\ln(1.264/0.736)=0.007$ eV. The Fermi energy is pinned because a large change in $s$ enters through a logarithm multiplied by $kT/2$.

The estimate fails as $s$ approaches 0 or 2, where the neglected densities matter. For $s>2$ there are too few frozen vacancies to compensate the acceptors even if all are doubly charged. Another positive charge, such as holes, must then make up the difference. Bisection handles that case without a change of method.

## Why Newton's method leaps away

At 3.0 eV in the cooled oxide nearly all vacancies are doubly charged, and $Q\approx2C-N_A=1.72\times10^{17}$ cm⁻³. The main departure is the singly charged fraction,

$$f=2e^{-(E_1-E_2-E_F)/kT}=2e^{-0.8/0.02585}\approx7\times10^{-14}.$$

For small $f$ the charge variance is $f(1-f)\approx f$. The slope magnitude is therefore $Cf/kT\approx4\times10^5$ cm⁻³ eV⁻¹, against $4.89\times10^{18}$ at the root. Newton's step, $-Q/Q'$, divides a large charge by this small slope. Bisection uses the sign of $Q$, which is plain on this plateau because $Q$ is large there. A root lying on a plateau is different. If $N_A=2C$ exactly, terms of $10^{17}$ cm⁻³ cancel, double precision resolves only about 10 cm⁻³ of the remainder, and bisection can meet its energy tolerance far from the true root.

The slope remains useful after convergence. Differentiating $Q=0$ with respect to the acceptor density gives $Q'\,\delta E_F-\delta N_A=0$, or $\delta E_F=\delta N_A/Q'$. With the frozen defect totals held fixed, adding 0.01% to $N_A$, which is $10^{13}$ cm⁻³, lowers the quenched $E_F$ by $2.0\times10^{-6}$ eV. A root on a plateau would be far more sensitive, so a small $|Q'|$ at the solution is a warning.

## When not to impose neutrality

In a gate stack the electrodes can shift the bands. Let $\phi$ be the electrostatic potential relative to the neutral interior, and $u=e\phi$. Electron energies shift by $-u$, so the Fermi energy measured from the local valence edge becomes $E_F+u$. Poisson's equation in Gaussian units, with dielectric constant $\varepsilon$, is

$$u''=-\frac{4\pi e^2}{\varepsilon}Q(E_F+u).$$

For $|u|\ll kT$, use $Q(E_F)=0$ and expand: $Q(E_F+u)\approx Q'u$. Since $Q'<0$,

$$u''=\frac{u}{\lambda^2},\qquad \lambda^2=\frac{\varepsilon}{4\pi e^2|Q'|}.$$

The slope that controls the numerical conditioning also sets the screening length. With $\varepsilon=20$, $\lambda$ is 26 nm at the anneal and 15 nm after the quench. Their ratio is the square root of the inverse slope ratio, $\sqrt{4.89/1.62}=1.74$. The anneal value assumes that defect densities adjust locally to the reservoirs; the quenched value assumes uniform frozen totals and mobile electrons.

For a film of thickness $d$ with the same small $u$ at both faces, symmetry gives $u\propto\cosh(x/\lambda)$ about the centre. The centre therefore retains the fraction $1/\cosh(d/2\lambda)$ of the surface value. At the anneal this is 99.7% for 4 nm and 58% for 60 nm, in agreement with a numerical solution of the nonlinear equation at small surface potential. Reducing it to 1% requires $2e^{-d/2\lambda}\approx0.01$, or $d\approx2\lambda\ln200\approx280$ nm.

The neutrality setting therefore suits bulk oxide and, when the potential offsets at the faces are small, the interior of films many screening lengths thick. For a film of a few nanometres between electrodes, take the Fermi energy from the band alignment at the electrodes, solve Poisson's equation with the same expression for $Q$, and evaluate the defect densities at the local value $E_F+u$, with $u$ now measured from the face where $E_F$ was taken. For a quenched film, the frozen totals must describe the film as it was during the anneal, not the neutral bulk, and they may vary with position. Potential offsets comparable with $kT$ or larger need the nonlinear equation. This recipe assumes a single Fermi level, that is, no applied bias, and a smeared-out charge, although $10^{17}$ cm⁻³ in a 4 nm film puts charges about 50 nm apart laterally. It also keeps the bulk formation energies. Image charges in ideal metal electrodes lower the energy of a charge $q$ at the film centre by $q^2e^2\ln2/(\varepsilon d)$, which is 0.05 eV for $q=2$ and $d=4$ nm, and by more near the faces.

## Values computed for the example and the checks

```
Gap: 6.0 eV; masses m_c, m_v: 1.0, 2.0 m
Acceptor density: 1.00e+17 cm^-3
Vacancy, interstitial sites: 5.00e+22, 2.50e+22 cm^-3
Vacancy energies q=0,+1,+2 at mu=0, E_F=0: (6.0, 2.6, -1.2) eV
Interstitial energies q=0,-1,-2, same point: (2.0, 5.0, 7.4) eV
Degeneracies for |q|=0,1,2: [1 2 1]
Vacancy U: -0.40 eV
Anneal: T = 1300 K, kT = 0.112025 eV
Anneal oxygen chemical potential: -4.50 eV
N_C, N_V at anneal: 2.2636e+20, 6.4025e+20 cm^-3
Q at E_F=0 and E_F=gap: 1.0049e+23, -3.5645e+22 cm^-3
Midpoint 1: 3.000000 eV, Q = 6.4329e+21 cm^-3
Midpoint 2: 4.500000 eV, Q = -1.0034e+17 cm^-3
Midpoint 3: 3.750000 eV, Q = -8.2755e+16 cm^-3
Midpoint 4: 3.375000 eV, Q = 8.5904e+18 cm^-3
Midpoint 5: 3.562500 eV, Q = 2.3485e+17 cm^-3
Midpoint 6: 3.656250 eV, Q = -2.8389e+16 cm^-3
Bisection tolerance: 1.0e-12 eV; steps: 43
Anneal Fermi energy: 3.63544698 eV
Quartic Fermi energy: 3.63544715 eV
Anneal n, p: 1.5418e+11, 5.1597e+06 cm^-3
Anneal vacancy q=+0: 7.65315e+16 cm^-3
Anneal vacancy q=+1: 1.87112e+16 cm^-3
Anneal vacancy q=+2: 4.06445e+16 cm^-3
Anneal interstitial total: 2.8318e+04 cm^-3
Anneal dQ/dE_F: -1.61829e+18 cm^-3 eV^-1
mu = 0.0 eV: E_F = 1.37554 eV; vacancy q=0,1,2 = 2.744e-01, 3.871e+07, 4.851e+16 cm^-3
mu = -1.5 eV: E_F = 2.12385 eV; vacancy q=0,1,2 = 1.793e+05, 3.176e+10, 5.000e+16 cm^-3
mu = -3.0 eV: E_F = 2.87386 eV; vacancy q=0,1,2 = 1.171e+11, 2.567e+13, 4.999e+16 cm^-3
mu = -4.5 eV: E_F = 3.63545 eV; vacancy q=0,1,2 = 7.653e+16, 1.871e+16, 4.064e+16 cm^-3
Quench: T = 300 K, kT = 0.025852 eV
Frozen vacancy total: 1.35887e+17 cm^-3
Required mean vacancy charge s: 0.73590
Quenched Fermi energy: 3.6069962 eV
Pinning formula: 3.6069931 eV
Quenched vacancy q=+0: 8.58585e+16 cm^-3
Quenched vacancy q=+1: 5.72045e+13 cm^-3
Quenched vacancy q=+2: 4.99714e+16 cm^-3
Quenched dQ/dE_F: -4.88753e+18 cm^-3 eV^-1
E_F shift for 0.01 percent more acceptors: -2.0460e-06 eV
Positive-U q=+1, anneal and quench: 9.8227e+16, 1.0000e+17 cm^-3
Newton step from midgap after quench: 4.494e+11 eV
Heavy-doping test: N_A = 5.0e+21 cm^-3, E_F = -0.51211 eV
Dielectric constant: 20.0
Screening length, anneal: 26.134 nm
Screening length, quench: 15.038 nm
Film 4 nm, centre/surface potential: 0.997081 numeric, 0.997079 formula
Film 60 nm, centre/surface potential: 0.576695 numeric, 0.576543 formula
```
